# Choosing a contact-hole diameter between missing and merging defects

**Setting.** A square grid of contact holes is printed in resist by extreme-ultraviolet (EUV) lithography. Two rare random defects limit the yield. A hole may fail to open (a missing contact), which becomes rarer as the holes are made larger, or it may join its neighbour (a merging contact), which becomes more frequent. Let $d$ be the mean hole diameter. The two rates, each a probability per contact, are modelled as

$$M(d)=A\,e^{-ad},\qquad G(d)=B\,e^{bd},\qquad A,B,a,b>0 .$$

The four parameters do not depend on $d$. This requires that $d$ be varied in one fixed way, for example through the hole size on the mask, with pitch, resist, dose and focus held fixed. Both rates refer to the same population of contacts, and except in part (e) every defect carries the same cost. The quantity to be made small is $S(d)=M(d)+G(d)$.

**Data.** The pitch is 40 nm. The missing rate is $M_0=10^{-7}$ at $d_0=20$ nm, with $a=2.4\ \mathrm{nm^{-1}}$. The merging rate is $G_1=10^{-8}$ at $d_1=26$ nm, with $b=1.2\ \mathrm{nm^{-1}}$. These are round model parameters chosen for illustration, not measurements.

## (a) The condition for the minimum

**Question.** Show that $S$ has one minimum, and find the ratio $M/G$ there. Explain the result in words. What is the best diameter if the process permits only $d_{\min}\le d\le d_{\max}$?

**Answer.** Differentiating an exponential returns it multiplied by its coefficient, so $M'=-aM$ and $G'=bG$. Hence

$$S'=-aM+bG,\qquad S''=a^2M+b^2G>0 .$$

Since $S''$ is positive everywhere, $S'$ increases strictly and has at most one zero. For $d\to-\infty$ the term $-aM$ dominates and $S'\to-\infty$; for $d\to+\infty$ the term $bG$ dominates and $S'\to+\infty$. So $S'$ has one zero, $d^*$. It is negative below $d^*$ and positive above, which makes $d^*$ the global minimum. There $aM=bG$, or

$$\boxed{\frac{M(d^*)}{G(d^*)}=\frac ba}$$

Enlarging the holes by a small $\delta$ removes $aM\delta$ missing contacts per contact and adds $bG\delta$ merging ones. The optimum is where gain and loss cancel. This equates the slopes of the two rates, not the rates themselves; the rates are equal there only if $a=b$. If missing contacts respond more steeply to diameter ($a>b$), it pays to go on enlarging the holes after the rates have crossed, and merging contacts are then the majority at the optimum.

If $d^*$ lies in the permitted interval, it is the best diameter. If $d_{\max}<d^*$, then $S'<0$ throughout the interval and the best choice is $d_{\max}$. If $d_{\min}>d^*$, then $S'>0$ throughout and the best choice is $d_{\min}$. At such an edge the ratio is not $b/a$.

The limits $d\to\pm\infty$ serve the mathematics alone, since there the expressions exceed one and are no longer probabilities. The result has physical use if $d^*$ falls where both rates are small and the exponentials describe them.

## (b) The optimum diameter

**Question.** Find $d^*$ and the diameter $d_\times$ at which the two rates are equal. Evaluate both, and the rates at the optimum, for the data.

**Answer.** Insert the exponentials into $aM=bG$ and collect them on one side:

$$aA\,e^{-ad^*}=bB\,e^{bd^*}\quad\Rightarrow\quad e^{(a+b)d^*}=\frac{aA}{bB}\quad\Rightarrow\quad d^*=\frac{1}{a+b}\ln\frac{aA}{bB}.$$

Equal rates mean $Ae^{-ad_\times}=Be^{bd_\times}$, which gives

$$d_\times=\frac{1}{a+b}\ln\frac AB,\qquad d^*-d_\times=\frac{\ln(a/b)}{a+b}.$$

The prefactors follow from the data as $A=M_0e^{ad_0}$ and $B=G_1e^{-bd_1}$. Numerically $A=7.0\times10^{13}$ and $B=2.8\times10^{-22}$. They are extrapolations to $d=0$, not probabilities, so a value of $A$ far above one is no contradiction. It is convenient to eliminate them:

$$\ln\frac AB=\ln\frac{M_0}{G_1}+ad_0+bd_1=2.303+48+31.2=81.503 .$$

With $a+b=3.6\ \mathrm{nm^{-1}}$,

$$d_\times=\frac{81.503}{3.6}=22.640\ \text{nm},\qquad d^*-d_\times=\frac{\ln2}{3.6}=0.193\ \text{nm},\qquad d^*=22.832\ \text{nm}.$$

The third decimal serves to follow the arithmetic; part (g) shows that the model does not deserve it. The rates at the optimum are

$$M^*=10^{-7}e^{-2.4(22.832-20)}=1.12\times10^{-10},\qquad G^*=10^{-8}e^{1.2(22.832-26)}=2.23\times10^{-10}.$$

Their ratio is $0.50=b/a$, and their sum is $S^*=3.35\times10^{-10}$, or 3.4 expected defects in $10^{10}$ contacts. The optimum lies between the two diameters at which the rates are given, and the gap between neighbouring holes is $40-22.8=17.2$ nm.

## (c) The cost of equalizing the rates

**Question.** An engineer chooses $d_\times$ instead of $d^*$. Find $C=S(d_\times)/S(d^*)$ as a function of $w=a/(a+b)$. Determine its range, its form for nearly equal slopes, and its value for the data.

**Answer.** Note that $1-w=b/(a+b)$ and $b/a=(1-w)/w$. At the crossing,

$$M(d_\times)=A\,e^{-ad_\times}=A\left(\frac AB\right)^{-w}=A^{1-w}B^{w}\equiv K ,$$

and $G(d_\times)$ is the same, so $S(d_\times)=2K$. At the optimum,

$$M^*=A\left(\frac{aA}{bB}\right)^{-w}=K\left(\frac ba\right)^{w}=K\left(\frac{1-w}{w}\right)^{w}.$$

From $M^*/G^*=b/a$, the missing share of the total is $M^*/S^*=b/(a+b)=1-w$, and the merging share is $w$. Therefore

$$S^*=\frac{M^*}{1-w}=K\,w^{-w}(1-w)^{-(1-w)}=K\,e^{H(w)},$$

$$H(w)=-w\ln w-(1-w)\ln(1-w),\qquad \boxed{C=2\,e^{-H(w)}}$$

For the range, differentiate: $H'=\ln[(1-w)/w]$ and $H''=-1/[w(1-w)]<0$. So $H$ has its maximum, $\ln2$, at $w=\tfrac12$. It is positive for $0<w<1$ and tends to zero at both ends. Hence $1\le C<2$, with $C=1$ for $a=b$.

The limit $C\to2$ has a simple meaning. If $b\ll a$, a modest enlargement beyond the crossing removes nearly all missing contacts while the merging rate hardly changes. The total then falls from $2K$ to nearly $K$.

For nearly equal slopes put $w=\tfrac12+\varepsilon$ with $\varepsilon=(a-b)/[2(a+b)]$. Since $H'(\tfrac12)=0$ and $H''(\tfrac12)=-4$, we have $H\simeq\ln2-2\varepsilon^2$, and to leading order

$$C\simeq1+2\varepsilon^2=1+\frac{(a-b)^2}{2(a+b)^2}.$$

The loss is of second order in the asymmetry, although the ratio $b/a$ departs from one in first order.

For the data $w=2/3$, so $H=0.6365$ and $C=1.058$. The total rises from $3.35\times10^{-10}$ to $3.55\times10^{-10}$, an increase of 6 % relative to the minimum; the leading-order formula gives 5.6 %. A factor of two in the defect ratio thus costs little here. The loss grows with the asymmetry: $C=1.21$ for $b/a=0.25$ and $C=1.47$ for $b/a=0.1$.

## (d) The tolerance window

**Question.** Express $S/S^*$ through $x=d-d^*$ and expand it to third order. Over what range of diameters does the total stay below twice its minimum?

**Answer.** A displacement $x$ multiplies $M^*$ by $e^{-ax}$ and $G^*$ by $e^{bx}$. With the shares from part (c),

$$\frac{S}{S^*}=(1-w)e^{-ax}+w\,e^{bx}=\frac{b\,e^{-ax}+a\,e^{bx}}{a+b}.$$

In the expansion, the constant term is one. The linear coefficient is $(-ab+ab)/(a+b)=0$, as it must be at a minimum. The quadratic and cubic coefficients are

$$\frac{ba^2+ab^2}{2(a+b)}=\frac{ab}{2},\qquad \frac{-ba^3+ab^3}{6(a+b)}=-\frac{ab(a-b)}{6},$$

where the last step uses $b^2-a^2=-(a-b)(a+b)$. Thus

$$\frac{S}{S^*}=1+\frac{ab}{2}x^2-\frac{ab(a-b)}{6}x^3+\dots$$

The quadratic term alone reaches $S=2S^*$ at $x=\pm\sqrt{2/(ab)}=\pm0.83$ nm. Solving the full equation $\tfrac13e^{-2.4x}+\tfrac23e^{1.2x}=2$ numerically gives $x=-0.68$ nm and $x=+0.90$ nm, so the window runs from 22.15 to 23.73 nm. Inserting the lower edge confirms it: $\tfrac13(5.11)+\tfrac23(0.442)=2.00$.

The cubic term gives the direction of the asymmetry, not its size: the expansion cut after it puts the edges at $-0.73$ and $+1.12$ nm, so at this distance higher terms are needed. For $a>b$ it raises $S$ on the side of small holes and lowers it on the side of large ones, so an error towards large holes is the less harmful.

## (e) Unequal costs

**Question.** Suppose a merging event costs $c$ times as much as a missing contact. How do the optimum and the ratio of event rates change? Discuss $c=2$ for the data.

**Answer.** The function to be minimized is now $M+cG$. This is the old problem with $B$ replaced by $cB$, so the result of part (a) holds for $M$ and $cG$:

$$\frac{M}{cG}=\frac ba\quad\Rightarrow\quad\frac MG=\frac{cb}{a},\qquad d_c^*=\frac1{a+b}\ln\frac{aA}{bcB}=d^*-\frac{\ln c}{a+b}.$$

Costlier merges call for smaller holes.

The case $c=2$ arises if $G$ counts merging events per contact and each event spoils two contacts. If $G$ is instead the probability that a given contact takes part in a merge, both partners have already been counted and $c=1$. The convention must therefore be known before a measured ratio is judged.

For the data, $c=2$ shifts the optimum by $-0.193$ nm to 22.640 nm, and the ratio of event rates becomes $2\times0.5=1$. Equal event rates are then optimal, but because $c$ happens to equal $a/b$, not because equality is a general rule.

## (f) Diameter drift

**Question.** The mean diameter varies from field to field by a Gaussian amount $u$ with zero mean and standard deviation $s$. This variation is not contained in the given rates, and it is assumed to change them in the same way as a deliberate change of $d$. Find its effect on the optimum, on the ratio of averaged rates and on the minimum. Evaluate for $s=0.5$ nm.

**Answer.** The average of $M(d+u)$ contains $\langle e^{-au}\rangle$. Completing the square in the exponent gives

$$-\frac{u^2}{2s^2}-au=-\frac{(u+as^2)^2}{2s^2}+\frac{a^2s^2}{2}.$$

The shifted Gaussian integrates to one, so $\langle e^{-au}\rangle=e^{a^2s^2/2}$. Replacing $-a$ by $b$ gives $\langle e^{bu}\rangle=e^{b^2s^2/2}$. Hence

$$A\to A\,e^{a^2s^2/2},\qquad B\to B\,e^{b^2s^2/2}.$$

The averaged rates have the same exponential form with unchanged slopes, so their ratio at the new optimum is still $b/a$. The optimum moves by

$$\frac{(a^2-b^2)s^2}{2(a+b)}=\frac{(a-b)s^2}{2}.$$

The minimum is $A^{1-w}B^we^{H(w)}$, and $w$ has not changed. It is therefore multiplied by

$$\exp\left\{\left[(1-w)a^2+wb^2\right]\frac{s^2}{2}\right\}=\exp\left(\frac{ab\,s^2}{2}\right),$$

since $(ba^2+ab^2)/(a+b)=ab$.

For $s=0.5$ nm the missing rate at fixed diameter grows by a factor 2.05 and the merging rate by 1.20. The steeper exponential suffers more, because its average is weighted more strongly towards the unfavourable tail. The optimum moves up by 0.15 nm to 22.98 nm, and the minimum grows by a factor 1.43. Staying at the old optimum would give $\tfrac13(2.05)+\tfrac23(1.20)=1.48$, so most of the damage cannot be removed by recentring. These results minimize the mean number of defects. They also maximize the mean fraction of defect-free fields, $\langle e^{-nS}\rangle$ for $n$ contacts per field, only if $nS\ll1$. For $n=10^9$ the best yield lies at a shift of 0.11 nm, where the ratio of averaged rates is 0.58, although the yield there (63.4 %) hardly differs from that at the shift of 0.15 nm (63.3 %). If the given rates already include the drift, this correction must not be applied again. Drift caused by dose or focus may follow other slopes than a change of hole size on the mask. The shift and the growth of the minimum then differ from these values, but the ratio stays $b/a$ as long as the averaging multiplies each rate by a factor independent of $d$.

## (g) How far can the result be trusted?

**Question.** Examine the effect on the optimum of (i) curved logarithmic rates, (ii) a constant defect floor, (iii) errors in the data and (iv) overlap of the two defect types. Set the result beside a real process.

**Answer.** (i) For any smooth positive rates define the local slopes $a_{\rm loc}=-M'/M$ and $b_{\rm loc}=G'/G$. Then $S'=0$ gives

$$\frac MG=\frac{b_{\rm loc}}{a_{\rm loc}}$$

at an interior minimum. The rule survives, but the slopes must be taken at the optimum, not where the defects were counted. As an estimate, replace both exponentials by tails of Gaussian distributions with the same values and slopes at 20 and 26 nm. The slopes at the new optimum are then 2.93 and $1.34\ \mathrm{nm^{-1}}$, and the ratio is 0.46. The optimum moves by $-0.11$ nm to 22.72 nm. The total is $2.3\times10^{-10}$, about a third below the exponential result. It is lower because the logarithm of a Gaussian tail is concave and lies below its tangent, and the exponential model is that tangent. These tails only probe the effect of curvature near the optimum and are not a model of the geometry: the matched merging tail has a width of 4.8 nm and reaches one half only at 53 nm, beyond the 40 nm at which neighbouring holes touch. A real merging rate may bend differently. Most of the shift comes from the missing side, which alone gives $-0.14$ nm, against $+0.03$ nm for the merging side alone.

(ii) A floor $F$ independent of $d$ adds nothing to $S'$, so $d^*$ stays in place. The relative gain shrinks: for $F=10^{-10}$ the cost factor of equal rates falls from 1.058 to $(3.546+1)/(3.351+1)=1.045$. The ratio $b/a$ then applies to the counts after the floor has been subtracted.

(iii) Written with the data,

$$d^*=\frac{\ln(aM_0/bG_1)+ad_0+bd_1}{a+b}.$$

For independent Poisson counts with large mean $N$, the logarithm of a count has variance of about $1/N$. With 100 defects counted at each diameter and the slopes taken as exactly known, the standard deviation of $d^*$ is $\sqrt{0.01+0.01}/3.6=0.04$ nm. This requires inspecting about $10^9$ contacts at 20 nm and $10^{10}$ at 26 nm. Errors in the slopes weigh more once they exceed about 2.5 % in $a$ or 5 % in $b$. If each slope comes from a second count of 100 defects, 2 nm further from the optimum, the standard deviation of $d^*$ rises to about 0.1 nm. Differentiating at fixed $M_0$ and $G_1$ gives

$$\frac{\partial d^*}{\partial a}=\frac{1/a+d_0-d^*}{a+b},\qquad \frac{\partial d^*}{\partial b}=\frac{-1/b+d_1-d^*}{a+b}.$$

The first is negative here and the second positive. Raising $a$ by 10 % moves the optimum by $-0.16$ nm to first order and by $-0.15$ nm in the full formula; raising $b$ by 10 % moves it by $+0.08$ nm.

(iv) If the two defects were independent, the probability of at least one would be $M+G-MG$. The last term is $7\times10^{-11}$ of the total and can be ignored. If they exclude each other, it is absent.

**Comparison with a real process.** A pitch near 40 nm and holes somewhat above 20 nm are in the range of EUV contact layers. The slopes, one decade per 0.96 nm for missing and per 1.9 nm for merging contacts, are assumptions; in a real process they depend on resist, dose, focus and etching and must be measured. Constant slopes and a perfectly stable diameter are assumptions that real processes break. In this example the first moves the optimum by about 0.1 nm if the curvature is that of the Gaussian tails in (i), and the second by about 0.15 nm. The two effects interact: with the curved rates the drift shift is 0.19 nm and the minimum grows by a factor 1.59. Both are comparable with the 0.19 nm that separates the optimum from the equal-rate point. The diameter should therefore be quoted as about 22.8 nm, uncertain by a few tenths of a nanometre. A target set by the ratio $b/a$, or $cb/a$ for unequal costs, is justified if the local slopes and the cost of each defect are known, if both the rates and the slopes include the drift, and if the aim is the smallest mean defect cost, which coincides with the best yield only when the expected number of defects per field is small. In the exponential model with the given data, choosing equal rates instead costs 6 %, while a drift of 0.5 nm costs over 40 % even at the best diameter. The numerical output below lists the values used.

## Values computed for the example and the checks

```
pitch = 40.0 nm
slopes: a = 2.40 /nm, b = 1.20 /nm
diameter step per decade: missing 0.959 nm, merging 1.919 nm
missing anchor: 1.0e-07 per contact at 20.0 nm
merging anchor: 1.0e-08 per contact at 26.0 nm
prefactors (dimensionless): A = 7.017e+13, B = 2.818e-22
optimum diameter = 22.832 nm
gap between holes at optimum = 17.168 nm
equal-rate diameter = 22.640 nm
optimum minus equal-rate diameter = 0.193 nm
missing rate at optimum = 1.117e-10 per contact
merging rate at optimum = 2.234e-10 per contact
missing/merging ratio at optimum = 0.5000
total rate at optimum = 3.351e-10 per contact
each rate at equal-rate point = 1.773e-10 per contact
total at equal-rate point = 3.546e-10 per contact
defects per 1e10 contacts: optimum 3.351, equal rates 3.546
cost factor of equal rates = 1.0583
cost factor of equal rates for b/a = 0.50: 1.0583
cost factor of equal rates for b/a = 0.25: 1.2126
cost factor of equal rates for b/a = 0.10: 1.4748
window for total below twice minimum: 22.152 to 23.731 nm
window offsets from optimum: -0.680 and +0.899 nm
quadratic estimate of half window = 0.833 nm
merge cost 2: optimum 22.640 nm, shift -0.193 nm, event ratio 1.0000
extra diameter spread = 0.50 nm (standard deviation)
spread factors at fixed diameter: missing 2.054, merging 1.197
spread: optimum 22.982 nm, shift 0.150 nm
spread: minimum grows by factor 1.433, averaged ratio 0.5000
Gaussian-tail widths: missing 2.241 nm, merging 4.817 nm
bent rates: optimum 22.721 nm, shift -0.111 nm
bent rates: local slopes a = 2.928 /nm, b = 1.338 /nm
bent rates: ratio 0.4570, total 2.272e-10 per contact
defect floor 1.0e-10 per contact: equal-rate cost factor 1.0449
overlap term relative to total = 7.45e-11
contacts inspected for 100 counts: missing anchor 1.0e+09, merging anchor 1.0e+10
counting noise of optimum = 0.039 nm (standard deviation)
shift of optimum for +10 % in a: -0.152 nm
shift of optimum for +10 % in b: 0.077 nm
```
